# Contact and pseudocontact shifts of a nucleus near a paramagnetic ion, part 2

A molecule tumbling in solution carries a paramagnetic ion at the origin and a nucleus (spin \(\mathbf I\), gyromagnetic ratio \(\gamma\)) at \(\mathbf r=r\hat{\mathbf r}\), with molecular-frame angles \(\theta,\phi\). We seek its paramagnetic shift \(\delta\), defined by \(\omega=\gamma B(1+\delta)\), in a field \(\mathbf B\) at temperature \(T\), with \(\beta=1/kT\). Units are SI, with ionic energies in cm⁻¹ and dimensionless angular momenta. A program tests the results.

The electronic moment is \(\boldsymbol\mu=-\mu_B(\mathbf L+g_e\mathbf S)\), \(g_e=2.00232\). The susceptibility per ion, in m³, is defined by \(\langle\mu_a\rangle=\sum_b\chi_{ab}B_b/\mu_0\), and \(\chi=\bar\chi\,1+\chi'\) with \(\chi'\) traceless. The dipolar field at the nucleus is
\[
b^{\rm dip}_a=\frac{\mu_0}{4\pi r^3}\sum_cT_{ac}\,\mu_c,\qquad T_{ac}=3\hat r_a\hat r_c-\delta_{ac}. \tag{1}
\]
The contact field is
\[
H_{\rm con}=A\,\mathbf I\cdot\mathbf S,\qquad \mathbf b^{\rm con}=-\frac{A}{\hbar\gamma}\mathbf S,\qquad A=\frac{2\mu_0}{3}g_e\mu_B\hbar\gamma\frac{\rho_s}{2S}, \tag{3}
\]
with \(\rho_s\) the spin density at the nucleus for \(M=S\). A scalar \(A\) is a model assumption for lanthanides. For a spin \(S\) with isotropic \(g\),
\[
\delta_{\rm con}=\frac{A}{\hbar\gamma}\,\frac{g\mu_BS(S+1)}{3kT}. \tag{6}
\]

For zero-field Hamiltonian \(H_0\), levels \(E_n\), partition function \(Z\) and populations \(p_n=e^{-\beta E_n}/Z\),
\[
\chi_{ab}=\frac{\mu_0}{Z}\int_0^\beta d\tau\operatorname{Tr}\big[\mu_a\,e^{-(\beta-\tau)H_0}\mu_b\,e^{-\tau H_0}\big]. \tag{7}
\]
\[
\chi_{ab}=\mu_0\sum_{nm}(\mu_a)_{nm}(\mu_b)_{mn}\,w_{nm},\qquad w_{nm}=\frac{p_n-p_m}{E_m-E_n}, \tag{8}
\]
with \(w_{nm}=\beta p_n\) when \(E_n=E_m\). Writing \(\langle b_a\rangle=\sum_b\kappa_{ab}B_b\), fast tumbling gives
\[
\delta=\tfrac13\operatorname{Tr}\kappa. \tag{9}
\]
Field alignment changes the average over \(\mathbf n=\hat{\mathbf B}\) to
\[
\langle n_an_b\rangle=\frac{\delta_{ab}}3+\frac{\beta B^2}{2\mu_0}\cdot\frac{2}{15}\chi'_{ab}=\frac{\delta_{ab}}3+\frac{\beta B^2}{15\mu_0}\chi'_{ab}. \tag{10}
\]

With \(N=2J+1\) and \(X=J(J+1)\), unweighted averages over \(M=-J,\dots,J\) are
\[
\langle M^2\rangle_0=\frac{2}{4}\cdot\frac{4X}{6}=\frac X3,\qquad\langle M^4\rangle_0=\frac{24}{16}\cdot\frac{16X(3X-1)}{360}=\frac{X(3X-1)}{15}. \tag{5}
\]
An electron at \(\mathbf u\) has angles \(\vartheta,\varphi\), and \(c=\cos\vartheta\). For the f orbital with \(m=3\),
\[
\langle c^2\rangle=\frac{\int_0^1c^2(1-c^2)^3dc}{\int_0^1(1-c^2)^3dc}=\frac{\frac13-\frac35+\frac37-\frac19}{1-1+\frac35-\frac17}=\frac{16/315}{16/35}=\frac19. \tag{2}
\]

## (e) The pseudocontact shift

**Problem.** Find the isotropic shift due to the dipolar field (1) in terms of the principal values of \(\chi\). When does it reduce to a single angular function, and when does it vanish?

**Solution.** Averaging (1) and inserting \(\langle\mu_c\rangle=\sum_b\chi_{cb}B_b/\mu_0\) gives \(\kappa=T\chi/4\pi r^3\), and (9) gives
\[
\delta_{\rm pcs}=\frac{\operatorname{Tr}(T\chi)}{12\pi r^3}=\frac{\operatorname{Tr}(T\chi')}{12\pi r^3},
\]
because \(\operatorname{Tr}T=0\) removes \(\bar\chi\). An isotropic moment is parallel to \(\mathbf B\), and as the molecule tumbles the nucleus samples its dipolar field evenly over a sphere, where it averages to zero. Only the part of the moment that changes with orientation survives. In the principal frame define
\[
\Delta\chi_{\rm ax}=\chi_{zz}-\tfrac12(\chi_{xx}+\chi_{yy}),\qquad\Delta\chi_{\rm rh}=\chi_{xx}-\chi_{yy}.
\]
These two definitions and \(\operatorname{Tr}\chi'=0\) are solved by \(\chi'_{zz}=\tfrac23\Delta\chi_{\rm ax}\) and \(\chi'_{xx,yy}=-\tfrac13\Delta\chi_{\rm ax}\pm\tfrac12\Delta\chi_{\rm rh}\). Since \(\chi'\) is traceless, \(\operatorname{Tr}(T\chi')=3\sum_a\hat r_a^2\chi'_{aa}\), and with \(\hat{\mathbf r}=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)\),
\[
3\sum_a\hat r_a^2\chi'_{aa}=\Delta\chi_{\rm ax}(2\cos^2\theta-\sin^2\theta)+\tfrac32\Delta\chi_{\rm rh}\sin^2\theta(\cos^2\phi-\sin^2\phi).
\]
Using \(2\cos^2\theta-\sin^2\theta=3\cos^2\theta-1\),
\[
\delta_{\rm pcs}=\frac{1}{12\pi r^3}\Big[\Delta\chi_{\rm ax}(3\cos^2\theta-1)+\tfrac32\Delta\chi_{\rm rh}\sin^2\theta\cos2\phi\Big]. \tag{11}
\]
The bare form \((3\cos^2\theta-1)/r^3\) holds at every position only for \(\Delta\chi_{\rm rh}=0\). A rotation axis of order three or higher guarantees this, since \(\Delta\chi_{\rm rh}\cos2\phi\) is not invariant under such a rotation; fast internal rotation about \(z\) does the same by averaging \(\cos2\phi\). In the axial case the shift has the sign of \(\Delta\chi_{\rm ax}\) on the axis, is half as large and opposite in the equatorial plane, and vanishes on the cone \(\cos^2\theta=1/3\). In cubic symmetry \(\chi'=0\) and the point-dipole shift (11) vanishes; higher multipoles of the shell, neglected in (1), are not covered by this argument. Equation (11) contains no nuclear property, so all isotopes at one site have the same \(\delta_{\rm pcs}\).

The alignment (10) lets the isotropic part back in: it adds \(\bar\chi\,(\beta B^2/15\mu_0)\operatorname{Tr}(T\chi')/4\pi r^3\) to leading order in the anisotropy, which is \(+\beta B^2\bar\chi/5\mu_0\) relative to (11).

## (f) A lanthanide multiplet

**Problem.** For a 4f ion, assume Russell–Saunders coupling and a ground multiplet \(|LSJM\rangle\) far below all others. Express \(\mathbf S\) and \(\boldsymbol\mu\) within the multiplet, and find the contact shift in terms of \(\chi\) and in the free-ion limit.

**Solution.** Two facts about operators on the \(N\)-dimensional multiplet are needed. The map \(O\to[J_a,O]\) obeys the angular-momentum algebra, so the \(N^2\) operators sort into sets of rank \(k\) with \(2k+1\) components, and \(\sum_a[J_a,[J_a,O_k]]=k(k+1)O_k\). The operators \(|M+q\rangle\langle M|\) that raise \(M\) by \(q\) number \(N-|q|\). Each set with \(k\ge|q|\) contains one component of this kind, so the number of sets of rank \(k\) is \((N-k)-(N-k-1)=1\) for \(k\le2J\). First fact: any two rank-\(k\) sets are proportional inside the multiplet, which is the Wigner–Eckart theorem for this case. Second fact: a trace is rotationally invariant and picks out rank 0, and the product of ranks \(k\) and \(k'\) contains rank 0 only for \(k=k'\); hence \(\operatorname{Tr}(O_kO_{k'})=0\) for \(k\ne k'\), and \(\operatorname{Tr}O_k=0\) for \(k>0\).

By the first fact \(\mathbf S=\sigma_J\mathbf J\) in the multiplet. Taking the scalar product with \(\mathbf J\), which does not leave the multiplet, gives \(\mathbf S\cdot\mathbf J=\sigma_JX\). Squaring \(\mathbf L=\mathbf J-\mathbf S\) gives \(L(L+1)=X+S(S+1)-2\,\mathbf S\cdot\mathbf J\), and \(\mathbf L+g_e\mathbf S=\mathbf J+(g_e-1)\mathbf S\). Therefore
\[
\sigma_J=\frac{X+S(S+1)-L(L+1)}{2X},\qquad\boldsymbol\mu=-g_J\mu_B\mathbf J,\qquad g_J=1+(g_e-1)\sigma_J. \tag{12}
\]
Then \(\mathbf b^{\rm con}=-(A/\hbar\gamma)\sigma_J\mathbf J=(A/\hbar\gamma)(\sigma_J/g_J\mu_B)\boldsymbol\mu\), so \(\kappa=(A/\hbar\gamma)\sigma_J\chi/g_J\mu_B\mu_0\) and
\[
\delta_{\rm con}=\frac{A}{\hbar\gamma}\,\frac{\sigma_J\,\bar\chi}{g_J\mu_B\mu_0}. \tag{13}
\]
In this model the contact shift measures the trace of \(\chi\) and the pseudocontact shift its traceless part. For the free ion all levels are degenerate, \(w_{nm}=\beta/N\), and \(\operatorname{Tr}(J_aJ_b)=NX\delta_{ab}/3\), by (5) on the diagonal and because a rotation by \(\pi\) about axis \(a\) reverses \(J_b\) off the diagonal. Thus
\[
\chi_{\rm C}=\frac{\mu_0g_J^2\mu_B^2X}{3kT},\qquad\delta_{\rm con}=\frac{A}{\hbar\gamma}\,\frac{\mu_B}{3kT}\,g_J\sigma_JX. \tag{14}
\]
For \(L=0\), \(\sigma_J=1\) and (14) is (6). For the less than half-filled shell \(J=L-S\), the spin lies against \(\mathbf J\), \(\sigma_J<0\), and the shift has the opposite sign for the same \(A\).

## (g) High-temperature expansion

**Problem.** The ligands split the multiplet by a crystal field \(H\) small against \(kT\). Expand \(\chi_{ab}\) through order \(\beta^3\). Find the leading anisotropy and pseudocontact shift, and the leading correction to the contact shift.

**Solution.** A one-electron potential acting within the f shell is an operator on a multiplet with \(l=3\), so it has ranks \(k\le6\), and parity removes odd \(k\). The \(k=0\) part is a constant and is dropped. Projected on the \(J\) multiplet, \(H=H_2+H_4+H_6\) with \(\operatorname{Tr}H=0\). The rank-2 part is \(\sum_{ab}D_{ab}J_aJ_b\) with \(D\) symmetric and traceless, and the axes are chosen to diagonalize it. In Stevens operators,
\[
H_2=B_{20}O_{20}+B_{22}O_{22},\qquad O_{20}=3J_z^2-X=2J_z^2-J_x^2-J_y^2,\qquad O_{22}=J_x^2-J_y^2,
\]
so \(H_2=\sum_cD_cJ_c^2\) with \(D_x=B_{22}-B_{20}\), \(D_y=-B_{22}-B_{20}\), \(D_z=2B_{20}\).

Insert \(\boldsymbol\mu=-g_J\mu_B\mathbf J\) in (7) and expand both exponentials, cycling each trace so that it starts with \(H\). The zeroth order is \(\beta NX\delta_{ab}/3\). The first order is
\[
-\int_0^\beta d\tau\big[(\beta-\tau)\operatorname{Tr}(HJ_bJ_a)+\tau\operatorname{Tr}(HJ_aJ_b)\big]=-\frac{\beta^2}2\operatorname{Tr}(H\{J_a,J_b\}).
\]
The second order has the weights \((\beta-\tau)^2/2\), \(\tau^2/2\) and \(\tau(\beta-\tau)\), each of which integrates to \(\beta^3/6\), multiplying \(\operatorname{Tr}(H^2J_bJ_a)\), \(\operatorname{Tr}(H^2J_aJ_b)\) and \(\operatorname{Tr}(HJ_aHJ_b)\). The partition function is \(Z=N(1+\beta^2\langle H^2\rangle_0/2+\dots)\), with \(\langle\cdot\rangle_0=\operatorname{Tr}(\cdot)/N\). Dividing,
\[
\frac{\chi_{ab}}{\mu_0g_J^2\mu_B^2}=\frac{\beta X}{3}\delta_{ab}-\frac{\beta^2}2\langle H\{J_a,J_b\}\rangle_0+\beta^3\Big[\tfrac16\langle H^2\{J_a,J_b\}+HJ_aHJ_b\rangle_0-\tfrac16X\langle H^2\rangle_0\,\delta_{ab}\Big]+\dots \tag{15}
\]
The \(T^{-1}\) term is isotropic, because the moment is a scalar times \(\mathbf J\) and all \(N\) states are equally populated at this order. It gives no pseudocontact shift.

In the \(T^{-2}\) term, \(\{J_a,J_b\}\) contains ranks 0 and 2 only: subtracting \(\tfrac23X\delta_{ab}\) leaves the five components of a symmetric traceless tensor. By the second fact of part (f) only \(H_2\) contributes; \(H_4\) and \(H_6\) drop out whatever their size. For \(a\ne b\), a rotation by \(\pi\) about axis \(a\) leaves each \(J_c^2\) unchanged and reverses \(\{J_a,J_b\}\), so the trace vanishes and the term is diagonal in the frame of \(D\). For \(a=b\) two traces occur, \(t_\parallel=\langle J_a^4\rangle_0\) and \(t_\perp=\langle J_c^2J_a^2\rangle_0\) with \(c\ne a\), each independent of the axes chosen by rotational invariance. Summing \(J_c^2\) over \(c\) gives \(t_\parallel+2t_\perp=X\cdot X/3\), so with (5)
\[
t_\perp=\frac12\Big[\frac{5X^2}{15}-\frac{3X^2-X}{15}\Big]=\frac{X(2X+1)}{30},\qquad t_\parallel-t_\perp=\frac{X(6X-2-2X-1)}{30}=\frac{K}{30},
\]
\[
K=X(4X-3)=J(J+1)(2J-1)(2J+3).
\]
Because the other two \(D_c\) sum to \(-D_a\), \(\langle H_2J_a^2\rangle_0=D_a(t_\parallel-t_\perp)=D_aK/30\), and
\[
\chi^{(2)}_{aa}=-\frac{\mu_0g_J^2\mu_B^2K}{30(kT)^2}D_a. \tag{16}
\]
The sign expresses population: a positive \(D_a\) raises the states with large \(|J_a|\), which are those that respond most strongly to a field along \(a\). With \(D_z-\tfrac12(D_x+D_y)=3B_{20}\) and \(D_x-D_y=2B_{22}\),
\[
\Delta\chi_{\rm ax}=-\frac{\mu_0g_J^2\mu_B^2K}{10(kT)^2}B_{20},\qquad\Delta\chi_{\rm rh}=-\frac{\mu_0g_J^2\mu_B^2K}{15(kT)^2}B_{22}. \tag{17}
\]
In (11) the numerical factors become \(\tfrac1{12\pi}\cdot\tfrac1{10}\) and \(\tfrac1{12\pi}\cdot\tfrac32\cdot\tfrac1{15}\), both equal to \(\tfrac1{4\pi}\cdot\tfrac1{30}\):
\[
\delta_{\rm pcs}=-\frac{\mu_0}{4\pi}\,\frac{g_J^2\mu_B^2K}{30(kT)^2r^3}\Big[B_{20}(3\cos^2\theta-1)+B_{22}\sin^2\theta\cos2\phi\Big]. \tag{18}
\]
This is Bleaney's \(T^{-2}\) law. It is the leading term of a series in \(\beta H\) for an isolated multiplet, with a temperature-independent crystal field. One power of \(1/kT\) is the Curie polarization and the other is the unequal population of the crystal-field levels. It vanishes for \(J=0\) and \(J=\tfrac12\), where \(K=0\) and no rank-2 operator exists.

For the contact shift (13) the trace of (15) is needed. The \(\beta^2\) term is proportional to \(\sum_aD_a=0\), so there is no \(T^{-2}\) term. In the \(\beta^3\) term, expanding the double commutator gives \(k(k+1)H_k=2XH_k-2\sum_aJ_aH_kJ_a\), so \(\sum_aJ_aH_kJ_a=[X-\tfrac12k(k+1)]H_k\). Summing the bracket in (15) over \(a=b\), and using the orthogonality of different ranks,
\[
\tfrac16\Big[2X\langle H^2\rangle_0+X\langle H^2\rangle_0-\tfrac12\sum_kk(k+1)\langle H_k^2\rangle_0\Big]-\tfrac12X\langle H^2\rangle_0=-\tfrac1{12}\sum_kk(k+1)\langle H_k^2\rangle_0 .
\]
Dividing by the trace \(\beta X\) of the Curie term,
\[
\frac{\bar\chi}{\chi_{\rm C}}=1-\frac{\beta^2}{12X}\sum_kk(k+1)\langle H_k^2\rangle_0+\dots \tag{19}
\]
At this order every rank lowers the mean susceptibility and the contact shift. The program tests (15) and (16) against (8) for eleven ions at \(10^6\) K, where successive orders are well separated, with rank-4 and rank-6 fields present; for Yb³⁺ it also tests that the deviation of \(\bar\chi\) from \(\chi_{\rm C}\) falls as \(T^{-2}\) relative to \(\chi_{\rm C}\).

## (h) The trend along the series

**Problem.** The rank-2 field acting on the electrons is \(\sum_i[a_{20}(3\cos^2\vartheta_i-1)+a_{22}\sin^2\vartheta_i\cos2\varphi_i]\), where \(a_{2q}\) stands for the energy \(A_{2q}\langle r^2\rangle\), radial average included. Find \(B_{20}\) and \(B_{22}\) for the Hund's-rule ground multiplet of \(4f^n\), and the ion-dependent factor in (18).

**Solution.** The two angular functions are \(\hat u_a\hat u_b\) contracted with the same constant tensors that turn \(J_aJ_b\) into \(O_{20}\) and \(O_{22}\). They belong to one rank-2 set, so by the first fact of part (f) a single constant serves for both: \(B_{2q}=\alpha_Ja_{2q}\), with \(\alpha_J\) the Stevens factor. It is built in three steps.

One electron: \(\langle m|3c^2-1|m\rangle=\alpha_l(3m^2-12)\) for \(l=3\). For \(m=3\), (2) gives \(3/9-1=-\tfrac23=15\alpha_l\), so \(\alpha_l=-2/45\).

The term: Hund's first two rules are assumed, maximal \(S\) and then maximal \(L\). The state \(M_S=S\), \(M_L=L\) is one determinant. It has \(\nu\) electrons of parallel spin in \(m=3,2,\dots,4-\nu\), with \(\nu=n\) for \(n<7\); for \(n>7\), \(\nu=n-7\), and seven further electrons fill the other spin shell, where \(\sum m=0\) and \(\sum(3m^2-12)=84-84=0\). The expectation value of a one-electron operator in a determinant is the sum of its diagonal elements. The values of \(3m^2-12\) for \(m=3,\dots,-2\) are \(15,0,-9,-12,-9,0\), with running sums \(15,15,6,-6,-15,-15\) for \(\nu=1,\dots,6\). The running sums of \(m\) give \(L=3,5,6,6,5,3\). In all six cases the first sum equals \(L(7-2\nu)\). In the term the operator equals \(\alpha_L[3L_z^2-L(L+1)]\), which is \(\alpha_LL(2L-1)\) at \(M_L=L\), so
\[
\alpha_L=-\frac{2(7-2\nu)}{45(2L-1)}. \tag{20}
\]
In terms of the spin, \(7-2\nu=7-4S\) for \(n<7\) and \(-(7-4S)\) for \(n>7\).

The multiplet: let \(Q_{ab}(\mathbf L)=\tfrac12\{L_a,L_b\}-\tfrac13\Lambda\delta_{ab}\) with \(\Lambda=L(L+1)\). In the multiplet \(Q(\mathbf L)=\xi\,Q(\mathbf J)\) and \(\alpha_J=\xi\alpha_L\). To find \(\xi\), contract both sides with \(J_aJ_b\), which stays in the multiplet. Let \(y=\mathbf L\cdot\mathbf J\), a scalar that commutes with \(\mathbf J\) and has the value \(\tfrac12[X+\Lambda-S(S+1)]\). One ordering gives \(\sum L_bL_aJ_aJ_b=\sum_bL_b\,y\,J_b=y^2\). The other differs by a commutator: \(\sum[L_a,L_b]J_aJ_b=i\sum\epsilon_{abc}L_cJ_aJ_b=i\,\mathbf L\cdot(i\mathbf J)=-y\), because \(\mathbf J\times\mathbf J=i\mathbf J\). Hence \(\sum Q_{ab}(\mathbf L)J_aJ_b=y^2-\tfrac12y-\tfrac13\Lambda X\). Replacing \(\mathbf L\) by \(\mathbf J\) gives \(X^2-\tfrac12X-\tfrac13X^2=K/6\), so
\[
\xi K=6y^2-3y-2\Lambda X .
\]
Hund's third rule gives \(J=L-S\) for \(n<7\). Inserting \(S=L-J\) yields \(y=J(L+1)\) and \(\xi K=J(L+1)[4JL+6J-2L-3]=J(L+1)(2J-1)(2L+3)\). For \(n>7\), \(J=L+S\), \(y=L(J+1)\) and \(\xi K=L(J+1)[4JL+6L-2J-3]=L(J+1)(2L-1)(2J+3)\). Dividing by \(K\),
\[
\alpha_J=\alpha_L\frac{(L+1)(2L+3)}{(J+1)(2J+3)}\ \ (n<7),\qquad\alpha_J=\alpha_L\frac{L(2L-1)}{J(2J-1)}\ \ (n>7). \tag{21}
\]
For Yb³⁺, \(n=13\), \(\nu=6\), \(L=3\), \(S=\tfrac12\), \(J=\tfrac72\): \(\alpha_L=+2/45\), \(\xi=15/21\), \(\alpha_J=2/63=0.031746\). The program builds the many-electron operators from determinants, with one-electron elements from quadrature, projects them on each multiplet, and tests (12), (20) and (21) as full matrix identities.

The ion enters (18) through \(C_J=g_J^2\alpha_JK\), with \(\delta_{\rm pcs}\propto-C_J[a_{20}(3\cos^2\theta-1)+a_{22}\sin^2\theta\cos2\phi]\). The table gives \(C_J\) scaled to \(-100\) for Dy³⁺, and the contact factor of (14).

| ion | \(J\) | \(g_J\) | \(\alpha_J\) | \(C_J\) | \(g_J\sigma_JX\) |
|---|---|---|---|---|---|
| Ce | 5/2 | 0.857 | −0.05714 | −6.5 | −1.07 |
| Pr | 4 | 0.800 | −0.02101 | −11.4 | −3.20 |
| Nd | 9/2 | 0.727 | −0.00643 | −4.4 | −4.90 |
| Pm | 4 | 0.599 | +0.00771 | +2.3 | −4.79 |
| Sm | 5/2 | 0.284 | +0.04127 | +0.5 | −1.78 |
| Tb | 6 | 1.501 | −0.01010 | −86.9 | +31.52 |
| Dy | 15/2 | 1.334 | −0.00635 | −100.0 | +28.35 |
| Ho | 8 | 1.251 | −0.00222 | −39.3 | +22.51 |
| Er | 15/2 | 1.200 | +0.00254 | +32.4 | +15.31 |
| Tm | 6 | 1.167 | +0.01010 | +52.5 | +8.17 |
| Yb | 7/2 | 1.143 | +0.03175 | +21.6 | +2.57 |

The sign of \(C_J\) is that of \(-(7-2\nu)\), since \(\xi>0\): it changes between \(\nu=3\) and \(\nu=4\) in each half of the series, where the f charge cloud of the stretched state turns from oblate to prolate. For isolated multiplets the contact factor changes sign only at half filling; excited multiplets add a positive term, given in part (j), which at 300 K nearly cancels it for Sm³⁺ and makes it positive for Eu³⁺. The two columns are not proportional, so in an isostructural series with constant \(A\) and \(a_{2q}\) the two contributions vary differently from ion to ion and can be told apart, to the accuracy of the leading-order laws. Gd³⁺ has \(L=0\) and Eu³⁺ has \(J=0\), and both have \(C_J=0\).

The pseudocontact shift is now expressed through the anisotropy of \(\chi\), and for an isolated lanthanide multiplet the leading-order laws and their ion-dependent factors have been found. It remains to compare these laws with the full evaluation in a worked case, Yb³⁺, and to see how the temperature law changes when their assumptions fail.

Numbers in the example were calculated in double precision.
